# Why Kanamori screening weakens Stoner ferromagnetism, and when band peaks help: a numerical check

```python
# Result under test: two electrons of opposite spin at the bottom e0 of an empty
# band repel with U_eff = U/(1+U*chi), chi = (1/2) int rho(e)/(e-e0) de, so that
# U_eff < 1/chi. The Stoner criterion rho(E_F)*U_eff > 1 can then be met only
# if P = rho(E_F)/chi > 1, with critical U_c = 1/(rho(E_F)-chi).
# rho: density of states per site and spin; t: hopping of the cubic lattice;
# D: half-width of the model band (D = 1, band from -1 to 1);
# p, w, d: weight, half-width and distance from the lower edge of a narrow peak.
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import eigsh
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import ive


# ---------- two electrons on a periodic cubic lattice, t = 1 ----------
def adjacency(L):
    shift = sp.csr_matrix(np.roll(np.eye(L), 1, axis=0))
    ring, one = shift + shift.T, sp.identity(L)
    return (sp.kron(sp.kron(ring, one), one) + sp.kron(sp.kron(one, ring), one)
            + sp.kron(sp.kron(one, one), ring)).tocsr()


def relative_ground_state(L, U):
    n = L**3
    contact = np.zeros(n)
    contact[0] = U
    H = (-2 * adjacency(L) + sp.diags(contact)).tocsr()
    val, vec = eigsh(H, k=1, which='SA', v0=np.ones(n), ncv=60, tol=1e-12)
    return val[0] + 12.0, vec[:, 0]


def chi_lattice(L):
    c = np.cos(2 * np.pi * np.arange(L) / L)
    gap = 4 * (3 - c[:, None, None] - c[None, :, None] - c[None, None, :])
    return np.sum(1 / gap.ravel()[1:]) / L**3


# the full two-electron problem has the same lowest energy as the relative one
hop = -adjacency(4)
one = sp.identity(64)
same_site = np.eye(64).ravel()
H_full = (sp.kron(hop, one) + sp.kron(one, hop) + sp.diags(12.0 * same_site)).tocsr()
full = eigsh(H_full, k=1, which='SA', v0=np.ones(4096), ncv=60, tol=1e-12)[0][0]
assert abs(full + 12 - relative_ground_state(4, 12.0)[0]) < 1e-8

chi_cubic = 0.25 * (quad(lambda s: ive(0, s)**3, 0, 50, limit=200)[0]
                    + quad(lambda s: ive(0, s)**3, 50, np.inf, limit=200)[0])
print("TWO ELECTRONS, SIMPLE CUBIC LATTICE (energies in t, W = 12 t)")
print(f"chi, infinite lattice = {chi_cubic:.5f} 1/t")
print(f"U_sat = {1/chi_cubic:.4f} t = {1/chi_cubic/12:.4f} W")
chi20 = chi_lattice(20)
print(f"chi, 20^3 lattice without k=0 = {chi20:.5f} 1/t")
print("U | N*dE on 20^3 | U/(1+U chi) on 20^3 | same, infinite lattice")
print("  | contact amplitude/mean | interaction share of dE")
for U in (4.0, 12.0, 48.0, 1000.0):
    dE10, _ = relative_ground_state(10, U)
    dE20, psi = relative_ground_state(20, U)
    formula20 = U / (1 + U * chi20)
    formula = U / (1 + U * chi_cubic)
    amplitude = psi[0] / psi.mean()
    share = U * psi[0]**2 / dE20
    assert abs(8000 * dE20 / formula20 - 1) < 1e-3
    # leading finite-size term of the inverse shift is 1/L: remove it
    extrapolated = 1 / (2 / (8000 * dE20) - 1 / (1000 * dE10))
    assert abs(extrapolated / formula - 1) < 3e-3
    assert abs(amplitude * (1 + U * chi20) - 1) < 3e-3
    assert abs(share * (1 + U * chi20) - 1) < 3e-3
    print(f"{U:6.0f} | {8000*dE20:.4f} | {formula20:.4f} | {formula:.4f}")
    print(f"       | {amplitude:.4f} | {share:.4f}")


# ---------- model densities of states, D = 1 ----------
def semicircle(e, centre=0.0, half=1.0):
    return 2 / (np.pi * half**2) * np.sqrt(np.maximum(half**2 - (e - centre)**2, 0))


def peaked(p, w, d):
    return lambda e: (1 - p) * semicircle(e) + p * semicircle(e, -1 + d, w)


def chi_formula(p, w, d):
    return (1 - p) + p / (d + np.sqrt(max(d * d - w * w, 0.0)))


def rho_centre_formula(p, w, d):
    return (1 - p) * 2 / np.pi * np.sqrt(1 - (1 - d)**2) + 2 * p / (np.pi * w)


def piecewise(f, cuts):
    return sum(quad(f, a, b, limit=200, epsabs=1e-12)[0]
               for a, b in zip(cuts[:-1], cuts[1:]) if b > a)


def chi_quadrature(rho, kinks=()):
    # e = -1 + u^2 removes the edge singularity
    cuts = [0.0] + [np.sqrt(max(k + 1, 0.0)) for k in kinks] + [np.sqrt(2.0)]
    return piecewise(lambda u: rho(-1 + u * u) / u, cuts)


def filling(rho, ef, kinks=()):
    return piecewise(rho, [-1.0] + [k for k in kinks if -1 < k < ef] + [ef])


def polarisation_cost(rho, ef, x):
    # band energy needed to move x electrons per site from spin down to spin up
    count = lambda a, b: quad(rho, a, b, limit=200, epsabs=1e-13)[0]
    up = brentq(lambda e: count(ef, e) - x, ef, 1.0, xtol=1e-14)
    down = brentq(lambda e: count(e, ef) - x, -1.0, ef, xtol=1e-14)
    lift = lambda e: (e - ef) * rho(e)
    return (quad(lift, ef, up, epsabs=1e-14)[0]
            - quad(lift, down, ef, epsabs=1e-14)[0])


def chi_blocked(rho, ef, n0, m=1500):
    # mean over occupied pairs (k,-k), which scatter only into empty pairs
    umax, vmax = np.sqrt(1 - ef), np.sqrt(1 + ef)
    u = (np.arange(m) + 0.5) * umax / m
    v = (np.arange(m) + 0.5) * vmax / m
    a, b = rho(ef + u * u) * 2 * u, rho(ef - v * v) * 2 * v
    total = a @ (1 / (u[:, None]**2 + v[None, :]**2)) @ b
    return total * umax * vmax / m**2 / (2 * n0)


# blocked chi against an explicit sum over 2000 discrete levels, half filling
grid = np.linspace(-1, 1, 200001)
cumulative = 0.5 + (grid * np.sqrt(1 - grid**2) + np.arcsin(grid)) / np.pi
levels = np.interp((np.arange(2000) + 0.5) / 2000, cumulative, grid)
pair_sum = np.sum(1 / (levels[1000:, None] - levels[None, :1000])) / 2000**2
assert abs(chi_blocked(semicircle, 0.0, 0.5) / pair_sum - 1) < 5e-3

# semicircle: no polarisation of any size pays even at the saturated U_eff = D
for ef in (-0.8, -0.4, 0.0, 0.5):
    n0 = filling(semicircle, ef)
    for fraction in (0.05, 0.5, 0.99):
        x = fraction * min(n0, 1 - n0)
        cost = polarisation_cost(semicircle, ef, x)
        assert cost >= x * x * np.pi / 2 * (1 - 1e-6)
        assert cost > x * x / chi_quadrature(semicircle)

p, w = 0.2, 0.1
print("MODEL BANDS (energies in D = W/2, rho and chi in 1/D)")
print(f"peak weight p = {p}, peak half-width w = {w} D")
cases = [("semicircle, half filled", 0.0, 1.0, 1.0, 0.0),
         ("semicircle, low filling", 0.0, 1.0, 1.0, -0.8),
         ("peak touching edge, d = 0.1 D", p, w, 0.1, -0.9),
         ("peak moved inward, d = 0.2 D", p, w, 0.2, -0.8)]
for name, weight, half, dist, ef in cases:
    rho = peaked(weight, half, dist)
    kinks = (-1 + dist - half, -1 + dist + half) if weight else ()
    chi = chi_quadrature(rho, kinks)
    assert abs(chi - chi_formula(weight, half, dist)) < 1e-6
    assert abs(piecewise(rho, [-1.0, *kinks, 1.0]) - 1) < 1e-7
    rho_f = float(rho(ef))
    if weight:
        assert abs(rho_f - rho_centre_formula(weight, half, dist)) < 1e-10
    n0 = filling(rho, ef, kinks)
    x = 0.002
    stiffness = polarisation_cost(rho, ef, x) / x**2
    assert abs(stiffness * rho_f - 1) < 2e-3
    P = rho_f / chi
    P_blocked = rho_f / chi_blocked(rho, ef, n0)
    print(f"{name}: E_F = {ef:.1f} D")
    print(f"  filling per spin = {n0:.4f}, rho(E_F) = {rho_f:.4f}")
    print(f"  chi = {chi:.4f}, U_sat = {1/chi:.4f} D = {0.5/chi:.4f} W")
    print(f"  P = {P:.4f}, Pauli-blocked P = {P_blocked:.4f}")
    if P > 1:
        U_c = 1 / (rho_f - chi)
        below, above = (U / (1 + U * chi) for U in (0.9 * U_c, 1.1 * U_c))
        assert below < stiffness < above
        print(f"  bare threshold = {1/rho_f:.4f} D, U_c = {U_c:.3f} D")
    else:
        assert 1e6 / (1 + 1e6 * chi) < stiffness
        print(f"  bare threshold = {1/rho_f:.4f} D, U_c: none")
    if name == "semicircle, low filling":
        assert P < 1 and P_blocked < 1

d_c = brentq(lambda d: rho_centre_formula(p, w, d) - chi_formula(p, w, d), 0.1, 0.2)
rho_c = peaked(p, w, d_c)
assert abs(rho_c(-1 + d_c) / chi_quadrature(rho_c, (-1 + d_c - w, -1 + d_c + w)) - 1) < 1e-6
print(f"peak distance at which P = 1: d = {d_c:.4f} D = {d_c/w:.3f} w")

# flat band of width W = 2 with a step edge; pair energy 2*delta below threshold
print("FLAT BAND WITH STEP EDGE, W = 2 D")
saturated = []
for delta in (1e-2, 1e-4, 1e-6):
    # logarithmic variable y = ln(e - e0 + delta)
    numeric = quad(lambda y: 0.25 * np.exp(y) / np.exp(y),
                   np.log(delta), np.log(2 + delta))[0]
    # independent check: explicit midpoint sum on a geometric energy mesh
    edges = np.concatenate(([0.0], np.geomspace(delta * 1e-3, 2.0, 20001)))
    middle = 0.5 * (edges[1:] + edges[:-1])
    explicit = np.sum(0.5 * np.diff(edges) / (2 * (middle + delta)))
    formula = np.log(1 + 2 / delta) / 4
    assert abs(explicit / formula - 1) < 1e-5 and abs(numeric / formula - 1) < 1e-8
    saturated.append(1 / explicit)
    print(f"delta = {delta:.0e} D: U_sat = {1/explicit:.4f} D")
assert saturated[0] > saturated[1] > saturated[2]
print("PASS")
```

Printed output:

```
TWO ELECTRONS, SIMPLE CUBIC LATTICE (energies in t, W = 12 t)
chi, infinite lattice = 0.12637 1/t
U_sat = 7.9136 t = 0.6595 W
chi, 20^3 lattice without k=0 = 0.12072 1/t
U | N*dE on 20^3 | U/(1+U chi) on 20^3 | same, infinite lattice
  | contact amplitude/mean | interaction share of dE
     4 | 2.6973 | 2.6974 | 2.6570
       | 0.6743 | 0.6743
    12 | 4.8998 | 4.9006 | 4.7687
       | 0.4083 | 0.4082
    48 | 7.0618 | 7.0643 | 6.7935
       | 0.1471 | 0.1471
  1000 | 8.2115 | 8.2153 | 7.8514
       | 0.0082 | 0.0082
MODEL BANDS (energies in D = W/2, rho and chi in 1/D)
peak weight p = 0.2, peak half-width w = 0.1 D
semicircle, half filled: E_F = 0.0 D
  filling per spin = 0.5000, rho(E_F) = 0.6366
  chi = 1.0000, U_sat = 1.0000 D = 0.5000 W
  P = 0.6366, Pauli-blocked P = 1.5000
  bare threshold = 1.5708 D, U_c: none
semicircle, low filling: E_F = -0.8 D
  filling per spin = 0.0520, rho(E_F) = 0.3820
  chi = 1.0000, U_sat = 1.0000 D = 0.5000 W
  P = 0.3820, Pauli-blocked P = 0.4337
  bare threshold = 2.6180 D, U_c: none
peak touching edge, d = 0.1 D: E_F = -0.9 D
  filling per spin = 0.1150, rho(E_F) = 1.4952
  chi = 2.8000, U_sat = 0.3571 D = 0.1786 W
  P = 0.5340, Pauli-blocked P = 0.9365
  bare threshold = 0.6688 D, U_c: none
peak moved inward, d = 0.2 D: E_F = -0.8 D
  filling per spin = 0.1416, rho(E_F) = 1.5788
  chi = 1.3359, U_sat = 0.7486 D = 0.3743 W
  P = 1.1818, Pauli-blocked P = 1.0121
  bare threshold = 0.6334 D, U_c = 4.117 D
peak distance at which P = 1: d = 0.1530 D = 1.530 w
FLAT BAND WITH STEP EDGE, W = 2 D
delta = 1e-02 D: U_sat = 0.7542 D
delta = 1e-04 D: U_sat = 0.4039 D
delta = 1e-06 D: U_sat = 0.2757 D
PASS
```
